**London ring-current susceptibility: benzene and naphthalene**

The program tests the Hückel pi model in which a perpendicular field B changes each resonance integral β to β exp(iB S_rs), where S_rs is the signed area of the triangle formed by the origin and the bond. With S the hexagon area and χ = −d²E/dB² at zero field, the results under test are χ = −(2/9)|β|S² for benzene and a naphthalene-to-benzene ratio of 9/√5 + 15/√13 − 6. It asserts that the London phase agrees with quadrature of the full magnetic Hamiltonian for Gaussian p_z orbitals, and that the modulus of the matrix element changes only at order B² in that model. It also asserts origin independence, the secular polynomial with flux, the level shifts, and the perturbation formula against finite differences of the energy. Bond currents from the density matrix are compared with derivatives of the energy with respect to separate ring fluxes. The output gives a ratio of 2.185174 from both finite differences and the closed form, and a current in each naphthalene ring 1.0926 times that of benzene. Weakening the shared resonance integral by 10% changes the ratio to 2.2097, so the quoted value belongs to equal resonance integrals.

## Program and output

```python
"""
Result under test: in the Hueckel pi model with London phase factors
    H_rs = beta * exp(i B S_rs),  S_rs = (R_r x R_s)_z / 2   (atomic units),
the ring-current susceptibility chi = -d2E/dB2 at B = 0 obeys
    chi(benzene) = -(2/9) |beta| S^2,
    chi(naphthalene) / chi(benzene) = 9/sqrt(5) + 15/sqrt(13) - 6.
Symbols: beta resonance integral (negative), B field normal to the molecule,
S area of one hexagon, phi = B S flux phase of one hexagon, E pi energy,
x = (level - alpha)/beta.  Model energies are in units of |beta|, lengths in
units of the bond length, unless a unit is named.
"""
import numpy as np
from scipy import constants as const

HEX_AREA = 1.5 * np.sqrt(3.0)      # hexagon with unit side


def molecule(centres):
    """Atoms of fused unit hexagons and their adjacency matrix."""
    atoms = []
    for centre in centres:
        for k in range(6):
            angle = np.pi / 6 + k * np.pi / 3
            point = np.array(centre) + [np.cos(angle), np.sin(angle)]
            if all(np.linalg.norm(point - a) > 1e-6 for a in atoms):
                atoms.append(point)
    atoms = np.array(atoms)
    dist = np.linalg.norm(atoms[:, None] - atoms[None], axis=2)
    return atoms, (abs(dist - 1) < 1e-6).astype(float)


def areas(atoms):
    x, y = atoms.T
    return 0.5 * (np.outer(x, y) - np.outer(y, x))


def hamiltonian(atoms, adjacency, phi):
    return -adjacency * np.exp(1j * phi * areas(atoms) / HEX_AREA)


def pi_energy(h):
    return 2 * np.linalg.eigvalsh(h)[:len(h) // 2].sum()


def curvature(atoms, adjacency, step=0.02):
    """Fourth-order finite difference for d2E/dphi2 at zero field."""
    e = [pi_energy(hamiltonian(atoms, adjacency, k * step))
         for k in (-2, -1, 0, 1, 2)]
    return (-e[0] + 16*e[1] - 30*e[2] + 16*e[3] - e[4]) / (12 * step**2)


def perturbation_parts(atoms, adjacency):
    """Diamagnetic and paramagnetic parts of -d2E/dphi2."""
    s = areas(atoms) / HEX_AREA
    levels, c = np.linalg.eigh(-adjacency)
    n = len(levels) // 2
    bond_order = 2 * c[:, :n] @ c[:, :n].T
    dia = -np.sum(adjacency * bond_order * s**2)   # each bond counted twice
    k = c[:, :n].T @ (adjacency * s) @ c[:, n:]
    para = 4 * np.sum(k**2 / (levels[None, n:] - levels[:n, None]))
    return dia, para


benz, adj_b = molecule([(0.0, 0.0)])
half = np.sqrt(3.0) / 2
naph, adj_n = molecule([(half, 0.0), (-half, 0.0)])
assert len(benz) == 6 and len(naph) == 10 and adj_n.sum() == 22

# London phase from the full magnetic Hamiltonian, Gaussian p_z orbitals
bohr = const.physical_constants["Bohr radius"][0] * 1e10   # angstrom
bond, beta = 1.40, -3.0                                    # angstrom, eV
bond_au = bond / bohr
pos_r = np.array([3.0, -1.0, 0.0])
pos_s = pos_r + bond_au * np.array([np.cos(0.9), np.sin(0.9), 0.0])
n_grid, box = 64, 18.0
axis = (np.arange(n_grid) - n_grid // 2) * box / n_grid
mid = (pos_r + pos_s) / 2
X, Y, Z = np.meshgrid(*(axis + m for m in mid), indexing="ij")
wave = 2 * np.pi * np.fft.fftfreq(n_grid, box / n_grid)


def distance2(pos):
    return (X - pos[0])**2 + (Y - pos[1])**2 + (Z - pos[2])**2


wells = -3.0 * (np.exp(-0.5 * distance2(pos_r))
                + np.exp(-0.5 * distance2(pos_s)))


def london_element(field):
    vector_potential = (-0.5 * field * Y, 0.5 * field * X, 0 * Z)
    orbitals = []
    for pos in (pos_r, pos_s):
        gauge = 0.5 * field * (-pos[1] * X + pos[0] * Y)
        orbitals.append(np.exp(-1j*gauge) * Z * np.exp(-0.5*distance2(pos)))
    total = np.sum(orbitals[0].conj() * wells * orbitals[1])
    for d in range(3):
        shape = [1, 1, 1]
        shape[d] = n_grid
        k = wave.reshape(shape)
        left, right = [np.fft.ifft(k * np.fft.fft(o, axis=d), axis=d)
                       + vector_potential[d] * o for o in orbitals]
        total += 0.5 * np.sum(left.conj() * right)
    return total


field = 0.01
area_rs = 0.5 * (pos_r[0] * pos_s[1] - pos_r[1] * pos_s[0])
h_zero = london_element(0.0)
ratio_1 = london_element(field) / h_zero
ratio_2 = london_element(2 * field) / h_zero
london_phase = np.angle(ratio_1)
assert abs(london_phase - field * area_rs) < 1e-7
assert abs(np.angle(ratio_2) - 2 * field * area_rs) < 1e-7
change_1, change_2 = abs(ratio_1) - 1, abs(ratio_2) - 1
assert abs(change_2 / change_1 - 4) < 0.05      # modulus: order B^2 only
# benzene: dropped bond term relative to the ring-current term kept
area_au = HEX_AREA * bond_au**2
dropped = 8 * abs(change_1) / field**2 / (area_au**2 / 9)

# Gauge origin: energies and total susceptibility unchanged, parts change
shift = np.array([1.3, -0.7])
assert np.allclose(np.linalg.eigvalsh(hamiltonian(naph, adj_n, 0.4)),
                   np.linalg.eigvalsh(hamiltonian(naph + shift, adj_n, 0.4)))
dia_b, para_b = perturbation_parts(benz, adj_b)
dia_n, para_n = perturbation_parts(naph, adj_n)
dia_s, para_s = perturbation_parts(naph + shift, adj_n)
assert abs(dia_s + para_s - dia_n - para_n) < 1e-10
assert abs(dia_s - dia_n) > 0.01

# Benzene: closed energy and curvature
for phi in (0.1, 0.8, 2.0):
    assert abs(pi_energy(hamiltonian(benz, adj_b, phi))
               + 8 * np.cos(phi / 6)) < 1e-10
curv_b, curv_n = curvature(benz, adj_b), curvature(naph, adj_n)
assert abs(curv_b - 2 / 9) < 1e-6
assert abs(dia_b + para_b + curv_b) < 1e-6
assert abs(dia_n + para_n + curv_n) < 1e-6

# Naphthalene: secular polynomial with flux, from permutation cycles
for phi in (0.0, 0.7, 1.9):
    numeric = np.poly(np.linalg.eigvalsh(-hamiltonian(naph, adj_n, phi)))
    cycles = np.array([1, 0, -11, 0, 41, 0, -61, 0, 31, 0, -3], float)
    cycles[6:] -= 4 * np.cos(phi) * np.array([1, 0, -3, 0, 1])
    cycles[-1] -= 2 * np.cos(2 * phi)
    assert np.allclose(numeric, cycles, atol=1e-9)

# Level shifts: polynomial formula against finite differences
r5, r13 = np.sqrt(5.0), np.sqrt(13.0)
roots = np.array([(r13+1)/2, (r5+1)/2, (r13-1)/2, 1.0, (r5-1)/2])
levels_x = -np.linalg.eigvalsh(-adj_n)[:5]
assert np.allclose(levels_x, roots)
p_zero = np.poly(np.linalg.eigvalsh(adj_n))
slope = np.polyval(np.polyder(p_zero), roots)
terms = (2 * roots**4 - 6 * roots**2 + 6) / slope
small = 0.01
moved = -np.linalg.eigvalsh(hamiltonian(naph, adj_n, small))[:5]
assert np.allclose((moved - levels_x) / small**2, -terms, atol=1e-3)
pair13, pair5 = terms[0] + terms[2], terms[1] + terms[4]
assert abs(pair13 - 5 / (6 * r13)) < 1e-10
assert abs(pair5 - 1 / (2 * r5)) < 1e-10
assert abs(terms[3] + 1 / 3) < 1e-10
sigma = terms.sum()
closed_ratio = 9 / r5 + 15 / r13 - 6
numeric_ratio = curv_n / curv_b
assert abs(numeric_ratio - closed_ratio) < 1e-5
assert abs(closed_ratio - 2.185) < 5e-4

# Bond currents from the density matrix against separate ring fluxes
phi = 0.05
h = hamiltonian(naph, adj_n, phi)
_, vec = np.linalg.eigh(h)
density = 2 * vec[:, :5] @ vec[:, :5].conj().T
bond_derivative = -2 * np.imag(h * density.T)


def atom_at(x, y):
    return int(np.argmin(np.linalg.norm(naph - [x, y], axis=1)))


low_r, up_r = atom_at(2 * half, -0.5), atom_at(2 * half, 0.5)
up_l, low_l = atom_at(-2 * half, 0.5), atom_at(-2 * half, -0.5)
mid_low, mid_up = atom_at(0, -0.5), atom_at(0, 0.5)


def two_flux_energy(right, left):
    m = -adj_n.astype(complex)
    for r, s, angle in ((low_r, up_r, right), (up_l, low_l, left)):
        m[r, s] *= np.exp(1j * angle)
        m[s, r] *= np.exp(-1j * angle)
    return pi_energy(m)


d = 1e-4
ring_derivative = (two_flux_energy(phi + d, phi)
                   - two_flux_energy(phi - d, phi)) / (2 * d)
assert abs(bond_derivative[low_r, up_r] - ring_derivative) < 1e-7
assert abs(bond_derivative[mid_low, mid_up]) < 1e-10
assert np.allclose(bond_derivative.sum(axis=1), 0, atol=1e-10)
benz_derivative = (8 / 6) * np.sin(phi / 6)
ring_current_ratio = ring_derivative / benz_derivative
assert abs(ring_current_ratio - closed_ratio / 2) < 2e-3  # finite flux

# Equal resonance integrals matter: weaken the shared bond by 10 percent
weak = adj_n.copy()
weak[mid_low, mid_up] = weak[mid_up, mid_low] = 0.9
weak_ratio = curvature(naph, weak) / curv_b
assert abs(weak_ratio - closed_ratio) > 1e-3

# Worked example with units
area = HEX_AREA * bond**2
chi_b = -(2 / 9) * abs(beta) * area**2
chi_n = -curv_n * abs(beta) * area**2
to_si = const.e * 1e-40 * (const.e / const.hbar)**2
hartree = const.physical_constants["Hartree energy in eV"][0]
au_mag = const.physical_constants["atomic unit of magnetizability"][0]
assert abs(hartree * bohr**4 * to_si / au_mag - 1) < 1e-6
phase_10t = 10 * area * 1e-20 * const.e / const.hbar

print(f"resonance integral beta           {beta:.1f} eV")
print(f"bond length                       {bond:.2f} angstrom")
print(f"hexagon area S                    {area:.4f} angstrom^2")
print(f"flux phase of a hexagon at 10 T   {phase_10t:.3e} rad")
print("London phase test, Gaussian p_z orbitals in two model wells:")
print(f"  phase of matrix element         {london_phase:.8f} rad")
print(f"  B times triangle area           {field*area_rs:.8f} rad")
print(f"  relative modulus change, B      {change_1:.4e} (no unit)")
print(f"  relative modulus change, 2B     {change_2:.4e} (no unit)")
print(f"  benzene dropped bond/kept term  {dropped:.3f} (no unit)")
print("naphthalene occupied levels x and terms N/P0' (no unit):")
for x_value, term in zip(roots, terms):
    print(f"  x = {x_value:.6f}   term = {term:+.6f}")
print(f"sum of sqrt(13) pair              {pair13:.6f} (no unit)")
print(f"sum of sqrt(5) pair               {pair5:.6f} (no unit)")
print(f"sigma, sum of all terms           {sigma:.6f} (no unit)")
print("-d2E/dphi2 in units of |beta|, origin at molecular centre:")
print(f"  benzene dia, para               {dia_b:.6f}, {abs(para_b):.6f}")
print(f"  naphthalene dia, para           {dia_n:.6f}, {para_n:.6f}")
print(f"  naphthalene, moved origin       {dia_s:.6f}, {para_s:.6f}")
print(f"  naphthalene total               {dia_n + para_n:.6f}")
print(f"d2E/dphi2 benzene, numerical      {curv_b:.6f} |beta|")
print(f"d2E/dphi2 naphthalene, numerical  {curv_n:.6f} |beta|")
print(f"ratio, finite differences         {numeric_ratio:.6f} (no unit)")
print(f"ratio, closed form                {closed_ratio:.6f} (no unit)")
print(f"ring current per ring / benzene   {closed_ratio/2:.4f} (no unit)")
print(f"same from currents at phi = {phi:.2f}  {ring_current_ratio:.4f} (no unit)")
print(f"ratio, shared bond 0.9 beta       {weak_ratio:.4f} (no unit)")
print("perpendicular ring-current susceptibility:")
print(f"  benzene      {chi_b:.3f} eV angstrom^4 (e/hbar)^2")
print(f"  naphthalene  {chi_n:.3f} eV angstrom^4 (e/hbar)^2")
print(f"  benzene      {chi_b*to_si:.3e} J/T^2")
print(f"  naphthalene  {chi_n*to_si:.3e} J/T^2")
print("success")
```

Output:

```
resonance integral beta           -3.0 eV
bond length                       1.40 angstrom
hexagon area S                    5.0922 angstrom^2
flux phase of a hexagon at 10 T   7.736e-04 rad
London phase test, Gaussian p_z orbitals in two model wells:
  phase of matrix element         0.03930845 rad
  B times triangle area           0.03930845 rad
  relative modulus change, B      -8.9607e-05 (no unit)
  relative modulus change, 2B     -3.5838e-04 (no unit)
  benzene dropped bond/kept term  0.195 (no unit)
naphthalene occupied levels x and terms N/P0' (no unit):
  x = 2.302776   term = +0.032229
  x = 1.618034   term = -0.138197
  x = 1.302776   term = +0.198896
  x = 1.000000   term = -0.333333
  x = 0.618034   term = +0.361803
sum of sqrt(13) pair              0.231125 (no unit)
sum of sqrt(5) pair               0.223607 (no unit)
sigma, sum of all terms           0.121399 (no unit)
-d2E/dphi2 in units of |beta|, origin at molecular centre:
  benzene dia, para               -0.222222, 0.000000
  naphthalene dia, para           -0.661172, 0.175578
  naphthalene, moved origin       -1.176504, 0.690910
  naphthalene total               -0.485594
d2E/dphi2 benzene, numerical      0.222222 |beta|
d2E/dphi2 naphthalene, numerical  0.485594 |beta|
ratio, finite differences         2.185174 (no unit)
ratio, closed form                2.185174 (no unit)
ring current per ring / benzene   1.0926 (no unit)
same from currents at phi = 0.05  1.0926 (no unit)
ratio, shared bond 0.9 beta       2.2097 (no unit)
perpendicular ring-current susceptibility:
  benzene      -17.287 eV angstrom^4 (e/hbar)^2
  naphthalene  -37.776 eV angstrom^4 (e/hbar)^2
  benzene      -6.393e-28 J/T^2
  naphthalene  -1.397e-27 J/T^2
success
```
